# Berry-phase shift between tight-binding Bloch conventions, with application to ferroelectric polarization, part 1

(Sections cited here and not found follow in the second part.)

## First half: the phase shift and its proof

Suppose that the switching polarization of a ferroelectric is to be computed from the eigenvectors of a tight-binding Hamiltonian. A decision comes first: do the positions of the orbitals inside the cell enter the Bloch phases or not? The band energies do not depend on the choice, but the Berry phase does. For the model chain of the second half, the phase computed with positions gives a polarization change of about 50 μC/cm² from the nonpolar midpoint to the polar state. The phase computed without them, inserted into the same formula, gives about 10 μC/cm². For the full reversal between the two polar states the two numbers are about 101 and 30 μC/cm². Either phase can be used safely once the difference between them is known.

### Setting and definitions

The lattice vectors are \(\mathbf a_\alpha\), the reciprocal vectors are \(\mathbf b_\alpha\), and \(\mathbf b_\alpha\cdot\mathbf a_\beta=2\pi\delta_{\alpha\beta}\). An orbital \(|\mathbf Rj\rangle\) belongs to cell \(\mathbf R\) and is centred at \(\mathbf R+\boldsymbol\tau_j\). The orbitals are orthonormal. With reduced coordinates,

\[
\boldsymbol\tau_j=\sum_\alpha s_{j\alpha}\mathbf a_\alpha,\qquad
\mathbf k=\sum_\alpha\kappa_\alpha\mathbf b_\alpha,\qquad
\mathbf k\cdot\boldsymbol\tau_j=2\pi\sum_\alpha\kappa_\alpha s_{j\alpha}.
\tag{1}
\]

For a crystal of \(N\) cells, convention I uses Bloch sums that contain the positions, and convention II uses sums that do not:

\[
|\chi_{j\mathbf k}\rangle=\frac1{\sqrt N}\sum_{\mathbf R}e^{i\mathbf k\cdot(\mathbf R+\boldsymbol\tau_j)}|\mathbf Rj\rangle,
\qquad
|\tilde\chi_{j\mathbf k}\rangle=\frac1{\sqrt N}\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}|\mathbf Rj\rangle .
\tag{2}
\]

A Bloch state has coefficients \(C_{nj}\) in the first basis and \(\tilde C_{nj}\) in the second. A tilde marks convention II throughout.

**Assumptions.** The crystal is an insulator described by independent electrons. Its \(N_{\rm occ}\) occupied bands, counted per spin, are separated from the empty bands at every \(\mathbf k\); they may cross one another. Their Chern numbers vanish. This last condition is needed for the average over transverse wave vectors, as explained below.

### Lemma 1: the two sets of coefficients

*For the same Bloch state,*

\[
\tilde C_{nj}(\mathbf k)=e^{i\mathbf k\cdot\boldsymbol\tau_j}C_{nj}(\mathbf k).
\tag{3}
\]

*Proof.* The factor \(e^{i\mathbf k\cdot\boldsymbol\tau_j}\) does not depend on \(\mathbf R\), so (2) gives \(|\chi_{j\mathbf k}\rangle=e^{i\mathbf k\cdot\boldsymbol\tau_j}|\tilde\chi_{j\mathbf k}\rangle\). Therefore

\[
|\psi_{n\mathbf k}\rangle=\sum_jC_{nj}|\chi_{j\mathbf k}\rangle
=\sum_j\left(C_{nj}e^{i\mathbf k\cdot\boldsymbol\tau_j}\right)|\tilde\chi_{j\mathbf k}\rangle .
\]

The bracket is the coefficient in the second basis. ∎

The Hamiltonian matrices are related by \(\tilde H_{ij}=e^{i\mathbf k\cdot\boldsymbol\tau_i}H_{ij}e^{-i\mathbf k\cdot\boldsymbol\tau_j}\). This is a unitary transformation, so the energies agree. The factor in (3) has modulus one, so the weights agree too: \(|\tilde C_{nj}|^2=|C_{nj}|^2\). The transformation depends on \(\mathbf k\), however, and a Berry phase contains a derivative with respect to \(\mathbf k\).

### Lemma 2: closing conditions

*If the Bloch states are chosen so that \(|\psi_{n,\mathbf k+\mathbf b_\alpha}\rangle=|\psi_{n\mathbf k}\rangle\), then*

\[
\tilde C_{nj}(\mathbf k+\mathbf b_\alpha)=\tilde C_{nj}(\mathbf k),\qquad
C_{nj}(\mathbf k+\mathbf b_\alpha)=e^{-2\pi is_{j\alpha}}C_{nj}(\mathbf k).
\tag{4}
\]

*Proof.* Since \(e^{i\mathbf b_\alpha\cdot\mathbf R}=1\), the functions \(|\tilde\chi_{j\mathbf k}\rangle\) are unchanged by \(\mathbf k\to\mathbf k+\mathbf b_\alpha\), and so are their coefficients. By (1), \(\mathbf b_\alpha\cdot\boldsymbol\tau_j=2\pi s_{j\alpha}\), so \(|\chi_{j\mathbf k}\rangle\) acquires \(e^{2\pi is_{j\alpha}}\). Its coefficient must acquire the inverse factor if the state is to stay the same. ∎

Such a choice of states exists on every string, that is, on every line \(0\le\kappa_\alpha\le1\) at fixed transverse components \(\kappa_\perp\). Collect the occupied vectors as columns of a matrix \(C(\kappa)\), and let \(P(\kappa)=CC^\dagger\) be the projector on the occupied space. This projector is smooth because of the gap. Solving \(\partial_\kappa C=(\partial_\kappa P)C\) from \(\kappa=0\) gives a smooth orthonormal set that stays in the occupied space. To see this, differentiate \(P^2=P\), which gives \(P(\partial P)P=0\). Then

\[
\partial[(1-P)C]=-(\partial P)C+(1-P)(\partial P)C=-P(\partial P)C=-P(\partial P)(1-P)C .
\]

This equation is linear and homogeneous in \((1-P)C\), which starts at zero and so remains zero. Also \(\partial(C^\dagger C)=2C^\dagger(\partial P)C=0\), so the columns stay orthonormal.

Let \(\Theta\) be the diagonal matrix with entries \(e^{-2\pi is_{j\alpha}}\). At \(\kappa=1\) the columns of \(C(1)\) and of \(\Theta C(0)\) span the same occupied space, so \(C(1)=\Theta C(0)e^{iM}\) with some Hermitian \(M\). Replacing \(C(\kappa)\) by \(C(\kappa)e^{-i\kappa M}\) enforces (4).

### The Berry phase and its ambiguity

On a string, with states that obey (4), define

\[
\varphi_\alpha(\kappa_\perp)=\int_0^1d\kappa_\alpha\sum_{n=1}^{N_{\rm occ}}\sum_j iC_{nj}^*\,\partial_{\kappa_\alpha}C_{nj},
\tag{5}
\]

and define \(\tilde\varphi_\alpha(\kappa_\perp)\) in the same way from \(\tilde C\). The integrand is real, because differentiating \(\sum_j|C_{nj}|^2=1\) shows that \(\sum_jC^*_{nj}\partial C_{nj}\) is imaginary.

**Lemma 3.** *Another choice of occupied states that obeys (4) changes \(\varphi_\alpha(\kappa_\perp)\) by an integer multiple of \(2\pi\).*

*Proof.* The new set is \(C'=CU\), where \(U(\kappa)\) is unitary and \(U(1)=U(0)\). The product rule gives

\[
{\rm Tr}\,iC'^\dagger\partial C'
={\rm Tr}\,iU^\dagger(C^\dagger\partial C)U+{\rm Tr}\,iU^\dagger\partial U
={\rm Tr}\,iC^\dagger\partial C+i\,\partial\ln\det U .
\]

The first trace simplifies because a trace is cyclic and \(UU^\dagger=1\). Write \(\det U=e^{i\theta}\). The last term is then \(-\partial\theta\), and \(\theta(1)-\theta(0)\) is a multiple of \(2\pi\). ∎

The value of \(\varphi_\alpha(\kappa_\perp)\) is followed continuously as \(\kappa_\perp\) varies. Around a closed transverse loop its change is \(2\pi\) times a Chern number, which is zero here. The followed phase is therefore single-valued, and its average over \(\kappa_\perp\), called \(\varphi_\alpha\), is defined modulo \(2\pi\). With a nonzero Chern number the average would depend on where the transverse zone is cut.

### Theorem

*Let*

\[
\bar n_j=\int_{\rm BZ}d^D\kappa\sum_{n=1}^{N_{\rm occ}}|C_{nj}(\kappa)|^2
\tag{6}
\]

*be the occupation of orbital \(j\) per spin, averaged over the Brillouin zone of a \(D\)-dimensional crystal. Then*

\[
\boxed{\;\tilde\varphi_\alpha=\varphi_\alpha-2\pi\sum_js_{j\alpha}\bar n_j\pmod{2\pi}.\;}
\tag{7}
\]

*Proof.* By (1) and (3), \(\tilde C_{nj}=e^{i\mathbf k\cdot\boldsymbol\tau_j}C_{nj}\) with \(\partial_{\kappa_\alpha}(\mathbf k\cdot\boldsymbol\tau_j)=2\pi s_{j\alpha}\). The product rule gives

\[
\partial_{\kappa_\alpha}\tilde C_{nj}
=e^{i\mathbf k\cdot\boldsymbol\tau_j}\left(\partial_{\kappa_\alpha}C_{nj}+2\pi is_{j\alpha}C_{nj}\right).
\]

Multiply by \(i\tilde C^*_{nj}=ie^{-i\mathbf k\cdot\boldsymbol\tau_j}C^*_{nj}\). The exponentials cancel, and \(i\cdot i=-1\) sets the sign:

\[
i\tilde C^*_{nj}\partial_{\kappa_\alpha}\tilde C_{nj}
=iC^*_{nj}\partial_{\kappa_\alpha}C_{nj}-2\pi s_{j\alpha}|C_{nj}|^2 .
\tag{8}
\]

If \(C\) obeys its condition in (4), then \(\tilde C\) obeys the other one, so both sides belong to properly closed strings. Sum over \(n\) and \(j\) and integrate over \(\kappa_\alpha\):

\[
\tilde\varphi_\alpha(\kappa_\perp)=\varphi_\alpha(\kappa_\perp)
-2\pi\sum_js_{j\alpha}\int_0^1d\kappa_\alpha\sum_n|C_{nj}|^2\pmod{2\pi}.
\tag{9}
\]

The last integral is continuous and periodic in \(\kappa_\perp\). When both phases are followed continuously, the integer hidden in "mod \(2\pi\)" cannot change from string to string. Averaging over \(\kappa_\perp\) turns the integral into \(\bar n_j\) and gives (7). ∎

The simplest case checks the sign. One filled orbital per cell at reduced coordinate \(s\) has \(\tilde C=1\), hence \(\tilde\varphi=0\). In convention I, \(C=e^{-2\pi i\kappa s}\), so \(iC^*\partial C=2\pi s\) and \(\varphi=2\pi s\). With \(\bar n=1\), (7) reads \(0=2\pi s-2\pi s\).

### The same result in real space

The phase \(\varphi_\alpha\) measures where the electrons sit. At fixed \(\kappa_\perp\), form states localized along \(\mathbf a_\alpha\), with amplitude on orbital \(j\) of layer \(\ell\)

\[
w_n(\ell,j)=\int_0^1d\kappa\;e^{2\pi i\kappa(\ell+s_j)}C_{nj}(\kappa),
\tag{10}
\]

where the index \(\alpha\) is dropped. Assume that the position operator is diagonal in the orbitals, so that the reduced coordinate of this site is \(\ell+s_j\). Since \((\ell+s_j)e^{2\pi i\kappa(\ell+s_j)}=(2\pi i)^{-1}\partial_\kappa e^{2\pi i\kappa(\ell+s_j)}\), integration by parts gives

\[
(\ell+s_j)w_n(\ell,j)=\frac1{2\pi i}\Big[e^{2\pi i\kappa(\ell+s_j)}C_{nj}\Big]_0^1
+\frac{i}{2\pi}\int_0^1d\kappa\,e^{2\pi i\kappa(\ell+s_j)}\partial_\kappa C_{nj}.
\]

The boundary term vanishes because of (4): the factor \(e^{2\pi is_j}\) at the upper limit cancels \(e^{-2\pi is_j}\) in \(C_{nj}(1)\). The numbers \(w_n(\ell,j)\) are the Fourier coefficients of the periodic function \(e^{2\pi i\kappa s_j}C_{nj}\), so Parseval's theorem gives

\[
\sum_{n\ell j}(\ell+s_j)|w_n(\ell,j)|^2=\frac1{2\pi}\int_0^1d\kappa\sum_{nj}iC_{nj}^*\partial_\kappa C_{nj}=\frac{\varphi}{2\pi}.
\tag{11}
\]

The left side is the sum of the Wannier centres in units of the period. Setting all \(s_j\) to zero in the same argument gives the mean layer index, \(\sum\ell|w_n|^2=\tilde\varphi/2\pi\). The difference between the two sums is \(\sum_js_j\sum_{n\ell}|w_n(\ell,j)|^2\), which is the occupation-weighted coordinate in (9). Convention II thus records which cell an electron is in, and the added term records where it sits inside that cell.

### Discrete strings

In a calculation the string is a set of points \(\kappa_m=m/N_k\). For neighbouring points,

\[
\det[C^\dagger(\kappa_m)C(\kappa_{m+1})]\simeq1+\frac1{N_k}{\rm Tr}\,C^\dagger\partial C ,
\]

whose phase is \(-N_k^{-1}{\rm Tr}\,iC^\dagger\partial C\). Hence \(\varphi\simeq-\arg\prod_m\det[C^\dagger(\kappa_m)C(\kappa_{m+1})]\). The last matrix must be \(C(1)=\Theta C(0)\) in convention I and \(\tilde C(0)\) in convention II.

If \(\Theta\) is left out in convention I, the last link for one band tends to \(\sum_j|C_j(0)|^2e^{2\pi is_j}\) instead of 1. The result then contains the unwanted term \(-\arg\sum_j|C_j(0)|^2e^{2\pi is_j}\), which in general depends on the starting point of the string.

### A test with crossing directions and two occupied bands

The theorem was tested on a two-dimensional model whose Hamiltonians in the two conventions were built and diagonalized separately. The site energies are \(-3,-2,3\) eV and the reduced positions are \((0.10,0.20)\), \((0.45,-0.30)\), \((0.70,0.60)\). The matrix elements \(\langle\mathbf0i|H|\mathbf Rj\rangle\) in eV, with their Hermitian conjugates, are:

- within the cell, 0.5 for orbitals 1–2, 0.7 for 1–3 and −0.6 for 2–3;
- to \(\mathbf R=(1,0)\), 0.4 for 3–1 and 0.2 for 1–1;
- to \(\mathbf R=(0,1)\), 0.5 for 3–2 and −0.3 for 3–3;
- to \(\mathbf R=(1,1)\), 0.3 for 2–1.

The two lowest bands are filled. With 24 strings of 400 points in each direction, the measured shifts \(\tilde\varphi_\alpha-\varphi_\alpha\) are 2.7398 and 0.4887 rad. The right side of (7) gives the same two numbers to the digits shown.

### Corollary: cell labels and the origin

*(a) Let orbital \(j\) be assigned to another home cell, so that \(s_{j\alpha}\to s_{j\alpha}+m\) with integer \(m\), while the crystal stays the same. Then \(\varphi_\alpha\) is unchanged modulo \(2\pi\), and \(\tilde\varphi_\alpha\) changes by \(-2\pi m\bar n_j\). (b) Let the whole crystal be moved by a reduced distance \(\delta\) along \(\mathbf a_\alpha\). Then \(\varphi_\alpha\) grows by \(2\pi\delta N_{\rm occ}\), and \(\tilde\varphi_\alpha\) is unchanged.*

*Proof.* (a) The sum \(|\chi_{j\mathbf k}\rangle\) runs over the same orbitals with the same true positions in its phases, so \(C\) is unchanged. The closing factor is unchanged too, because \(e^{-2\pi im}=1\). The change of \(\tilde\varphi_\alpha\) follows from (7) applied before and after. (b) Convention II contains no positions, so \(\tilde\varphi_\alpha\) cannot change. Then (7) requires \(\varphi_\alpha\) to grow by \(2\pi\delta\sum_j\bar n_j=2\pi\delta N_{\rm occ}\). ∎

Since \(\bar n_j\) is in general not an integer, part (a) shows that \(\tilde\varphi_\alpha\) alone depends on bookkeeping. The bulk polarization cannot be proportional to it without the coordinate term. The phase does have a meaning once the cell labels are tied to a termination. In the open chain of the second half, cut into whole cells, the excess electron number per spin near the right end equals \(\tilde\varphi/2\pi\) modulo 1. In the polar state it is 0.0122 when the chain starts with a cation and \(-0.0736\) when it starts with an anion.

## Second half: polarization and a ferroelectric chain

The following is taken from the first half. Orbital \(j\) has reduced coordinates \(s_{j\alpha}\), position \(\boldsymbol\tau_j=\sum_\alpha s_{j\alpha}\mathbf a_\alpha\) and mean occupation \(\bar n_j\) per spin. The Berry phase \(\varphi_\alpha\) is computed with positions in the Bloch sums, and \(\tilde\varphi_\alpha\) without them. They obey

\[
\tilde\varphi_\alpha=\varphi_\alpha-2\pi\sum_js_{j\alpha}\bar n_j\pmod{2\pi}.
\tag{12}
\]

If the position operator is diagonal in the orbitals, \(\varphi_\alpha/2\pi\) is the sum of the Wannier centres of the occupied bands along \(\mathbf a_\alpha\), in units of the period. The phase \(\tilde\varphi_\alpha/2\pi\) is the corresponding mean cell index.

### Corollary: polarization in either convention

*Let the cell volume be \(V\), the electron charge \(-e\), the spin factor \(f\) (2 for spin-degenerate bands), and the core charge at \(\boldsymbol\tau_j\) equal to \(Z_je\), with \(\sum_jZ_j=fN_{\rm occ}\). For a diagonal position operator and modulo the polarization quantum,*

\[
\mathbf P=\frac eV\sum_jZ_j\boldsymbol\tau_j-\frac{fe}{2\pi V}\sum_\alpha\varphi_\alpha\mathbf a_\alpha
=\frac eV\sum_j(Z_j-f\bar n_j)\boldsymbol\tau_j-\frac{fe}{2\pi V}\sum_\alpha\tilde\varphi_\alpha\mathbf a_\alpha .
\tag{13}
\]

*Proof.* The first form places charge \(Z_je\) at each core and charge \(-fe\) at each Wannier centre, then divides the dipole of a cell by \(V\). For the second form, insert \(\varphi_\alpha=\tilde\varphi_\alpha+2\pi\sum_js_{j\alpha}\bar n_j\). The new term is

\[
-\frac{fe}{2\pi V}\sum_\alpha2\pi\sum_js_{j\alpha}\bar n_j\mathbf a_\alpha=-\frac{fe}V\sum_j\bar n_j\boldsymbol\tau_j ,
\]

which combines with the core term. Adding \(2\pi\) to one phase changes \(\mathbf P\) by \(fe\,\mathbf a_\alpha/V\), the polarization quantum at fixed cell labels of the cores. ∎

Assigning a core to another cell changes \(\mathbf P\) by \(Z_je\,\mathbf a_\alpha/V\). For \(f=2\) and an odd core charge the ambiguity of \(\mathbf P\) itself is therefore \(e\,\mathbf a_\alpha/V\), half the value above; in the chain below the core charges are even. If an atom carries several orbitals that are all centred on its nucleus, its core charge may be divided among them in any way. If orbitals are centred off the nuclei, as hybrids or Wannier functions can be, the core term must use the nuclear positions and the occupation term the orbital centres. The second form of (13) is the dipole of the net site charges plus a term for charge that extends into other cells. Neither part is separately independent of the cell labels.

The Berry phases with and without orbital positions differ by an occupation-weighted coordinate term, and either phase gives the same polarization, modulo the quantum, once that term is included. What remains is to follow polarization changes along a path, work them out for a model ferroelectric chain, and examine the effects neglected there.
